**Alloy-limited mobility in a quantum-well channel: composition dependence**

For a random alloy A_xB_(1-x) with one occupied subband, the program tests the lowest-order result μ = 1/[m²ΩU²x(1−x)I] in Hartree atomic units. Here m is the effective mass, Ω the cell volume, U the potential difference between A and B cells, and I the integral of the fourth power of the well state. It enumerates all occupations of a 15-cell supercell and asserts that the mean-square matrix element is proportional to x(1−x) and has the same value at two different momentum transfers. It then sums finite-time transition probabilities over final momenta and asserts that the total and momentum-loss rates agree with the closed formula within 1 percent; the output shows them 0.3 to 0.4 percent below it. Quadrature confirms the well integral and the thermal average. The mobility ratio between x = 0.25 and x = 0.50 comes out as 1.333333 by both routes, with mobilities of about 1.01 × 10⁵ and 7.56 × 10⁴ cm²/(V s) for the model parameters. A mass 5 percent larger at x = 0.25 lowers the ratio to 1.21, which the direct sum also reproduces within the asserted 1 percent. An added constant scattering rate equal to the alloy rate at x = 0.50 lowers it to 1.14; this value is computed from the formula, and the program asserts only that it lies between 1 and the pure alloy ratio.

## Numerical verification

```python
"""Alloy-limited mobility in a one-subband quantum-well channel.

Result under test, for a random alloy A_x B_(1-x):
    mobility = 1 / (m^2 * Omega * U^2 * x(1-x) * I),   I = integral of psi^4 dz,
so mobility(0.25) / mobility(0.50) = 4/3 when only x changes.
Hartree atomic units (hbar = e = electron mass = 1):
    m      effective mass             U  potential of an A cell minus a B cell
    Omega  volume of one alloy cell   W  width of the hard-wall well
    psi    lowest well state          x  fraction of A cells
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

mass = 0.05
disorder_potential = 0.02
cell_volume = 300.0
well_width = 200.0
thermal_energy = 0.001
fermi_level = 0.001       # measured from the subband bottom
compositions = (0.25, 0.50)


def well_density(z):
    return 2.0 / well_width * np.sin(np.pi * z / well_width) ** 2


def formula_rate(x, m):
    overlap = 1.5 / well_width
    return m * cell_volume * disorder_potential**2 * x * (1 - x) * overlap


# Well integral by quadrature, in the scaled coordinate s = z/W.
overlap_numeric = quad(
    lambda s: well_width * well_density(s * well_width) ** 2, 0, 1,
    epsabs=1e-13)[0]
assert abs(overlap_numeric * well_width - 1.5) < 1e-8

# Every occupation of a supercell: 5 in-plane positions times 3 layers.
n_plane, n_layers = 5, 3
n_cells = n_plane * n_layers
supercell_area = n_cells * cell_volume / well_width
occupation = (np.arange(2**n_cells)[:, None] >> np.arange(n_cells)) & 1
plane_index = np.repeat(np.arange(n_plane), n_layers)
layer_index = np.tile(np.arange(n_layers), n_plane)
layer_z = (layer_index + 0.5) * well_width / n_layers


def enumerated_coupling(x, q_index):
    """Area times mean |M|^2, from raw cell potentials (A: U, B: 0)."""
    count_a = occupation.sum(axis=1)
    probability = x**count_a * (1 - x) ** (n_cells - count_a)
    phase = np.exp(2j * np.pi * q_index * plane_index / n_plane)
    weights = cell_volume / supercell_area * well_density(layer_z) * phase
    element = disorder_potential * (occupation @ weights)
    return supercell_area * np.sum(probability * np.abs(element) ** 2)


coupling = {}
for x in compositions:
    values = [enumerated_coupling(x, q) for q in (1, 2)]
    expected = (cell_volume * disorder_potential**2 * x * (1 - x)
                * overlap_numeric)
    assert np.allclose(values, expected, rtol=1e-8, atol=0)
    coupling[x] = values[0]

# Finite-time perturbation theory: explicit sum over final momenta.
box_side = 40000.0
elapsed_time = 5.0e4
k_step = 2 * np.pi / box_side
k_axis = k_step * np.arange(-450, 451)
final_kx, final_ky = np.meshgrid(k_axis, k_axis, indexing="ij")
initial_k = 90 * k_step


def direct_rates(x, m):
    """Total scattering rate and momentum-loss rate of the initial state."""
    energy_change = (final_kx**2 + final_ky**2 - initial_k**2) / (2 * m)
    kernel = elapsed_time * np.sinc(
        energy_change * elapsed_time / (2 * np.pi)) ** 2
    weights = coupling[x] / box_side**2 * kernel
    momentum_loss = np.sum(weights * (1 - final_kx / initial_k))
    weights[450 + 90, 450] = 0.0      # the initial state is not a final state
    return np.sum(weights), momentum_loss


# The finite time leaves an error of order 1/(pi*E*t), about 0.3 percent.
direct = {x: direct_rates(x, mass) for x in compositions}
for x in compositions:
    for rate in direct[x]:
        assert abs(rate / formula_rate(x, mass) - 1) < 0.01

# Thermal average for a partly filled subband, energies in units of kT.
eta = fermi_level / thermal_energy
numerator = quad(lambda y: y * expit(eta - y) * expit(y - eta), 0, 60)[0]
denominator = quad(lambda y: expit(eta - y), 0, 60)[0]
thermal_factor = numerator / denominator
assert abs(thermal_factor - 1) < 1e-6

# Mobility ratio: direct road against the claimed value.
direct_mobility = {x: thermal_factor / (mass * direct[x][1])
                   for x in compositions}
direct_ratio = direct_mobility[0.25] / direct_mobility[0.50]
assert abs(direct_ratio - 4 / 3) < 1e-6

# A mass 5 percent larger at x = 0.25 must change the ratio by 1/1.05^2.
heavy_mass = 1.05 * mass
heavy_mobility = thermal_factor / (heavy_mass * direct_rates(0.25, heavy_mass)[1])
heavy_ratio_direct = heavy_mobility / direct_mobility[0.50]
heavy_ratio = 4 / 3 * (mass / heavy_mass) ** 2
assert abs(heavy_ratio_direct / heavy_ratio - 1) < 0.01

# Worked example from the closed formula.
bohr = const.physical_constants["Bohr radius"][0]
time_unit = const.physical_constants["atomic unit of time"][0]
hartree = const.physical_constants["Hartree energy"][0]
mobility_unit_cm2 = const.e * bohr**2 / const.hbar * 1e4
initial_energy = initial_k**2 / (2 * mass)
subband_spacing = 3 * np.pi**2 / (2 * mass * well_width**2)
site_strength = mass * disorder_potential * cell_volume ** (2 / 3)

print(f"effective mass: {mass} electron masses")
print(f"disorder potential U: {disorder_potential} hartree")
print(f"cell volume: {cell_volume:.0f} bohr^3")
print(f"well width: {well_width:.0f} bohr")
print(f"thermal energy kT: {thermal_energy} hartree")
print(f"temperature: {thermal_energy * hartree / const.k:.0f} K")
print(f"Fermi level above subband bottom: {fermi_level} hartree")
print(f"spacing to second subband: {subband_spacing:.5f} hartree")
print(f"well integral I: {overlap_numeric:.6f} 1/bohr")
print(f"thermal factor (dimensionless): {thermal_factor:.6f}")
print(f"test electron energy: {initial_energy:.6f} hartree")
print(f"single-cell strength m U Omega^(2/3): {site_strength:.4f}")

mobility = {}
for x in compositions:
    rate = formula_rate(x, mass)
    tau = 1 / rate
    mobility[x] = tau / mass
    print(f"x = {x:.2f}: x(1-x) = {x * (1 - x):.4f}")
    print(f"  area times mean |M|^2: {coupling[x]:.4e} hartree^2 bohr^2")
    print(f"  formula rate: {rate:.4e} atomic units")
    print(f"  direct total rate: {direct[x][0]:.4e} atomic units")
    print(f"  direct momentum-loss rate: {direct[x][1]:.4e} atomic units")
    print(f"  relaxation time: {tau:.4e} atomic units")
    print(f"  relaxation time: {tau * time_unit * 1e12:.3f} ps")
    print(f"  wavenumber times mean free path: {2 * initial_energy * tau:.0f}")
    print(f"  mobility: {mobility[x]:.4e} atomic units")
    print(f"  mobility: {mobility[x] * mobility_unit_cm2:.4e} cm^2/(V s)")

print(f"mobility ratio, formula: {mobility[0.25] / mobility[0.50]:.6f}")
print(f"mobility ratio, direct: {direct_ratio:.6f}")
print(f"ratio with 5% larger mass at x=0.25, formula: {heavy_ratio:.4f}")
print(f"ratio with 5% larger mass at x=0.25, direct: {heavy_ratio_direct:.4f}")
extra_rate = formula_rate(0.50, mass)
mixed_ratio = ((formula_rate(0.50, mass) + extra_rate)
               / (formula_rate(0.25, mass) + extra_rate))
print(f"ratio with added constant rate: {mixed_ratio:.4f}")
assert 1 < mixed_ratio < direct_ratio
print("success")
```

Running it gives:

```
effective mass: 0.05 electron masses
disorder potential U: 0.02 hartree
cell volume: 300 bohr^3
well width: 200 bohr
thermal energy kT: 0.001 hartree
temperature: 316 K
Fermi level above subband bottom: 0.001 hartree
spacing to second subband: 0.00740 hartree
well integral I: 0.007500 1/bohr
thermal factor (dimensionless): 1.000000
test electron energy: 0.001999 hartree
single-cell strength m U Omega^(2/3): 0.0448
x = 0.25: x(1-x) = 0.1875
  area times mean |M|^2: 1.6875e-04 hartree^2 bohr^2
  formula rate: 8.4375e-06 atomic units
  direct total rate: 8.4046e-06 atomic units
  direct momentum-loss rate: 8.4099e-06 atomic units
  relaxation time: 1.1852e+05 atomic units
  relaxation time: 2.867 ps
  wavenumber times mean free path: 474
  mobility: 2.3704e+06 atomic units
  mobility: 1.0084e+05 cm^2/(V s)
x = 0.50: x(1-x) = 0.2500
  area times mean |M|^2: 2.2500e-04 hartree^2 bohr^2
  formula rate: 1.1250e-05 atomic units
  direct total rate: 1.1206e-05 atomic units
  direct momentum-loss rate: 1.1213e-05 atomic units
  relaxation time: 8.8889e+04 atomic units
  relaxation time: 2.150 ps
  wavenumber times mean free path: 355
  mobility: 1.7778e+06 atomic units
  mobility: 7.5633e+04 cm^2/(V s)
mobility ratio, formula: 1.333333
mobility ratio, direct: 1.333333
ratio with 5% larger mass at x=0.25, formula: 1.2094
ratio with 5% larger mass at x=0.25, direct: 1.2096
ratio with added constant rate: 1.1429
success
```
